# Ghost Decoupling and BRST Cohomology in Covariant-Gauge QED

## 1. Eighty-five states, five of them physical

Take one photon momentum and count the states with four quanta in covariant-gauge QED, including ghosts. There are 85, yet two transverse polarizations allow only five ways to distribute four photons. A similar excess appears in scattering. In the Compton example of section 8, the scalar and longitudinal polarizations contribute $-13.89$ and $+13.89$ to a squared amplitude whose transverse part is $7.78$. Both facts follow from one nilpotent operator, the BRST charge $Q$.

I use $\hbar=c=\epsilon_0=1$, metric $(+,-,-,-)$, $D_\mu=\partial_\mu+iqA_\mu$, and the electron rest energy as energy unit in the example. The photon there has $k^\mu=(3;1,2,2)$, so $k^2=9-1-4-4=0$.

## 2. Why the ghosts decouple

A gauge transformation $A_\mu\to A_\mu+\partial_\mu\theta$ leaves the Maxwell and matter action unchanged, so the functional integral counts each configuration many times. To separate this redundancy, insert
$$1=\Delta\int\mathcal D\theta\;\delta\big(\partial\cdot A+\Box\theta-f\big),\qquad \Delta=|\det\Box| .$$
The factor $\Delta$ is the Jacobian of the argument with respect to $\theta$, with boundary conditions that exclude zero modes. Changing variables to the transformed fields removes $\theta$ from the integrand and leaves the gauge volume as a factor. Averaging over $f$ with weight $\exp(-i\int f^2/2\xi)$ then replaces the delta function by $\exp[-i\int(\partial\cdot A)^2/2\xi]$.

An auxiliary field $B$ gives the same weight. The expression $B\,\partial\cdot A+\xi B^2/2$ is stationary at $B=-\partial\cdot A/\xi$, where its value is $-(\partial\cdot A)^2/2\xi$. Writing the determinant as an integral over anticommuting fields $c,\bar c$, up to a constant, gives
$$\mathcal L=-\tfrac14F^2+\bar\psi(i\gamma\cdot D-m)\psi+B\,\partial\cdot A+\tfrac{\xi}{2}B^2-i\,\partial^\mu\bar c\,\partial_\mu c .$$
The last term equals $i\bar c\,\Box c$ up to a divergence. It contains neither $A$ nor $\psi$, so the ghost integral is a constant that cancels from normalized correlators of photons and electrons.

The linearity of the gauge condition matters. For $\partial\cdot A+\lambda A^2$ the infinitesimal variation is $\Box\theta+2\lambda A\cdot\partial\theta$, and the ghosts couple to the photon. On a $4\times4$ Euclidean lattice with two random background fields, the logarithm of the determinant is 20.337 for both fields in the linear gauge, in agreement with the Laplacian spectrum. With $\lambda=0.3$ it is 17.999 for one field and 20.139 for the other. In each case the determinant means the product of the nonzero eigenvalues, which leaves out the constant $\theta$; the two values at $\lambda=0.3$ belong to the particular random fields drawn.

## 3. The BRST transformation and its charge

Replace the gauge parameter by the ghost field and define
$$sA_\mu=\partial_\mu c,\quad s\psi=-iqc\psi,\quad s\bar\psi=iqc\bar\psi,\quad sc=0,\quad s\bar c=iB,\quad sB=0,$$
where $s$ changes sign when it passes an anticommuting field. It is nilpotent. On $\psi$,
$$s^2\psi=-iq\,[(sc)\psi-c\,s\psi]=iqc(-iqc\psi)=q^2c^2\psi=0,$$
and likewise on $\bar\psi$; on the other fields $s^2=0$ is immediate.

The Maxwell and matter terms are invariant, because for a constant anticommuting $\eta$ the change $\eta s$ is a gauge transformation with parameter $\eta c$. The remaining terms are themselves a variation:
$$s\big[-i\bar c(\partial\cdot A+\tfrac{\xi}{2}B)\big]=-i(iB)(\partial\cdot A+\tfrac{\xi}{2}B)+i\bar c\,\Box c ,$$
which is $B\,\partial\cdot A+\xi B^2/2+i\bar c\,\Box c$. Since $s^2=0$, the whole action is invariant.

Let $j^\nu=q\bar\psi\gamma^\nu\psi$ and $\rho=j^0$. Varying $A_\nu$ gives
$$\partial_\mu F^{\mu\nu}=j^\nu+\partial^\nu B .$$
The divergence of the left side vanishes by antisymmetry and $\partial_\nu j^\nu=0$, so $\Box B=0$ even with charges present. The component $\nu=0$ reads $\dot B=\nabla\cdot\mathbf E-\rho$: $\dot B$ measures the violation of Gauss's law. Since also $\Box c=0$, the current $B\,\partial^\mu c-(\partial^\mu B)c$ is conserved, with charge
$$Q=\int d^3x\,(B\dot c-\dot Bc).$$

To see that $Q$ generates $s$, read the canonical momenta from $\mathcal L$. The momentum of $A_0$ is $B$, that of $A_i$ is $F^{i0}=E^i$, and that of $\bar c$, differentiating from the right, is $i\dot c$. At equal times
$$[A_0(x),B(y)]=i\delta,\quad [A_i(x),E^j(y)]=i\delta_i^j\delta,\quad \{\bar c(x),\dot c(y)\}=\delta,\quad [\rho(x),\psi(y)]=-q\psi\,\delta ,$$
with $\delta=\delta^3(\mathbf x-\mathbf y)$. Therefore:

- $i[Q,A_0]=i(-i)\dot c=\dot c$.
- $i[Q,A_i(x)]=-i\int d^3y\,c(y)\,\partial^y_j[E^j(y),A_i(x)]=-\int d^3y\,c(y)\,\partial^y_i\delta=\partial_ic(x)$, after one integration by parts.
- $i\{Q,\psi\}=i\int(\rho c\psi+\psi\rho c)=-i\int[\rho,\psi]c=iq\psi c=-iqc\psi$.
- $i\{Q,\bar c\}=iB$, while $\{Q,c\}=0$ and $[Q,B]=0$.

As $Q$ is conserved, it also commutes with $\dot B$ and anticommutes with $\dot c$. Hence $\{Q,Q\}=0$, that is $Q^2=0$.

## 4. The charge in photon and ghost modes

Now consider free fields in a periodic box of volume $V$, without the mode $\mathbf k=0$, and set $\xi=1$ first. Then $B=-\partial\cdot A$ and the field equation becomes $\Box A_\mu=0$. Write
$$A_\mu=\sum_{\mathbf k}\frac{1}{\sqrt{2\omega V}}\big(a_\mu e^{-ik\cdot x}+a_\mu^\dagger e^{ik\cdot x}\big),\qquad \omega=|\mathbf k|,$$
and expand $c,\bar c$ in the same way, with mode operators $c_k,\bar c_k$; the label $k$ is dropped when one mode is meant. The equal-time brackets require
$$[a_\mu,a_\nu^\dagger]=-g_{\mu\nu},\qquad \{c,\bar c^\dagger\}=i,\qquad \{\bar c,c^\dagger\}=-i,$$
and $\{c,c^\dagger\}=\{\bar c,\bar c^\dagger\}=0$. As a check, $\{\bar c(x),\dot c(y)\}$ has the mode factor $[i\omega(-i)-i\omega(i)]/2\omega=1$. The minus sign in $[a_0,a_0^\dagger]=-1$ gives a scalar photon negative norm. The dagger denotes the adjoint in this indefinite inner product.

Define $b=k^\mu a_\mu$. Since $-\partial^\mu e^{-ik\cdot x}=ik^\mu e^{-ik\cdot x}$, the mode operator of $B$ is $\beta=ib$. In $B\dot c-\dot Bc$ the product $\beta c^\dagger$ has the factor $i\omega+i\omega=2i\omega$, and $\beta^\dagger c$ has $-2i\omega$. Products of two annihilation operators, which pair $\mathbf k$ with $-\mathbf k$, have $-i\omega+i\omega=0$. With the normalization $1/2\omega$,
$$Q=\sum_{\mathbf k}i(\beta c^\dagger-\beta^\dagger c)=-\sum_{\mathbf k}(c^\dagger b+b^\dagger c).$$
Direct integration for the example gives the coefficients $(-3,-1,-2,-2)$ of $c^\dagger a_\mu$, which is $-k^\mu$.

Nilpotency can now be seen mode by mode. The terms with $c^2$ or $(c^\dagger)^2$ vanish, and $cc^\dagger=-c^\dagger c$, so
$$Q^2=bb^\dagger c^\dagger c+b^\dagger b\,cc^\dagger=[b,b^\dagger]\,c^\dagger c=-k^2c^\dagger c .$$
This vanishes because the photon is massless. If the energy in $b$ is raised from 3 to 3.5, then $k^2=3.25$, and the largest matrix element of $Q^2$ is indeed 3.25.

## 5. The cohomology is the transverse photon space

A state is called closed if $Q\psi=0$, and exact if $\psi=Q\chi$. Exact states are closed. The cohomology is the space of closed states in which two states differing by an exact one are identified.

To compute it, introduce a second light-like vector
$$\tilde k^\mu=\frac{(\omega,-\mathbf k)}{2\omega^2},\qquad \tilde k^2=0,\qquad k\cdot\tilde k=\frac{\omega^2+\mathbf k^2}{2\omega^2}=1 ,$$
and set $d=\tilde k^\mu a_\mu$. Then $[b,b^\dagger]=[d,d^\dagger]=0$ and $[b,d^\dagger]=[d,b^\dagger]=-1$. Together with two transverse operators $a_\lambda=e_\lambda^\mu a_\mu$, where $e_\lambda\cdot e_{\lambda'}=-\delta_{\lambda\lambda'}$ and $e_\lambda\cdot k=e_\lambda\cdot\tilde k=0$, they span all four polarizations.

Consider $K=i(d^\dagger\bar c-\bar c^\dagger d)$. The mode form of $Q$ gives
$$[Q,d]=-c,\quad [Q,d^\dagger]=c^\dagger,\quad \{Q,\bar c\}=ib,\quad \{Q,\bar c^\dagger\}=-ib^\dagger .$$
The two parts of $\{Q,K\}$ are therefore
$$i\{Q,d^\dagger\bar c\}=i(c^\dagger\bar c+d^\dagger ib)=ic^\dagger\bar c-d^\dagger b,$$
$$-i\{Q,\bar c^\dagger d\}=-i(-ib^\dagger d+\bar c^\dagger c)=-b^\dagger d-i\bar c^\dagger c ,$$
and their sum is
$$\{Q,K\}=N_u,\qquad N_u=-d^\dagger b-b^\dagger d+ic^\dagger\bar c-i\bar c^\dagger c .$$
This operator counts quanta. For instance $[N_u,d^\dagger]=-d^\dagger[b,d^\dagger]=d^\dagger$, and $[N_u,c^\dagger]=ic^\dagger\{\bar c,c^\dagger\}=c^\dagger$. The same holds for $b^\dagger$ and $\bar c^\dagger$, whereas $N_u$ commutes with $a_\lambda^\dagger$ and annihilates the vacuum. So $N_u$ is the number of quanta that are not transverse photons.

For many modes, sum $K$ over $\mathbf k$. The odd operators $Q_{\mathbf k}$ and $K_{\mathbf k'}$ anticommute for different momenta, so the relation survives with the total $N_u$. Moreover $[Q,N_u]=Q^2K-KQ^2=0$.

Let $\psi$ be closed, with finitely many quanta, and decompose it as $\psi=\sum_n\psi_n$ with $N_u\psi_n=n\psi_n$. Each $\psi_n$ is closed. For $n>0$,
$$\psi_n=\frac1n(QK+KQ)\psi_n=Q\Big(\frac{K\psi_n}{n}\Big),$$
so $\psi_n$ is exact. The remaining part $\psi_0$ contains transverse photons alone. It is closed, because $b$ and $c$ annihilate it. It is not exact unless it vanishes: if $\psi_0=Q\chi$, the $N_u=0$ part of this equation is $\psi_0=Q\chi_0=0$. Each class thus contains one purely transverse state, and
$$\ker Q/\operatorname{im}Q\;\cong\;\text{Fock space of transverse photons}.$$

The norm is also settled. Since $Q^\dagger=Q$, a closed $\varphi$ satisfies $\langle\varphi|Q\chi\rangle=\langle Q\varphi|\chi\rangle=0$. Hence $\langle\psi|\psi\rangle=\langle\psi_0|\psi_0\rangle\ge0$ for closed $\psi$, and the quotient has positive norm.

**The count.** For one momentum, $n$ quanta can include no ghost, one of two ghosts, or both:
$$\binom{n+3}{3}+2\binom{n+2}{3}+\binom{n+1}{3}.$$
At $n=4$ this is $35+40+10=85$. The computed rank of $Q$ is 40, so 45 states are closed, 40 of them are exact, and $45-40=5$ classes remain. Tests for zero to four quanta find $n+1$ classes each time, all with ghost number zero.

Counting one-ghost states with a minus sign gives $35-40+10=5$ directly. In general, with a variable $x$ marking each quantum,
$$\frac{(1-x)^2}{(1-x)^4}=\frac1{(1-x)^2}=\sum_n(n+1)x^n .$$
With $x=e^{-\omega/T}$, where $T$ is the temperature in energy units, this is the thermal sum for two polarizations, without the zero-point energy. Ghosts that couple to nothing must therefore still be kept in a covariant free energy. Their determinant is independent of the fields, but it depends on temperature. The minus sign in the count means that the ghosts are periodic in imaginary time, like the gauge parameter $\theta$ they replace; antiperiodic ghosts would not give the two-polarization result.

## 6. The Gupta–Bleuler condition

Suppose $\psi$ contains no ghosts. Then $c_k\psi=0$ and
$$Q\psi=-\sum_{\mathbf k}c_k^\dagger b_k\psi .$$
The terms carry different ghosts and are linearly independent, so $Q\psi=0$ is equivalent to
$$k^\mu a_\mu(\mathbf k)\,\psi=0\quad\text{for every }\mathbf k .$$
This is the Gupta–Bleuler condition: the positive-frequency part of $\partial\cdot A$ annihilates the state. The full operator could not be required to do so, because $b^\dagger$ adds a quantum and annihilates no nonzero state.

The condition does not yet select transverse states. As $[b,d^\dagger]=-1$, $b$ acts as $-\partial/\partial d^\dagger$ on states built from creation operators. It excludes $d^\dagger$ but allows $b^\dagger$. With three allowed creation operators there are $\binom{n+2}{2}$ states, 15 at $n=4$. Ten contain at least one $b^\dagger$ and span the null states; five are transverse.

The null states are those that BRST removes. If $\chi$ is ghost-free and $Q\chi=0$, then
$$Q(i\bar c^\dagger\chi)=i\{Q,\bar c^\dagger\}\chi=b^\dagger\chi .$$
Adding $b^\dagger\chi$ to a state is the quantum form of a residual gauge transformation.

**One photon.** The state $\epsilon^\mu a_\mu^\dagger|0\rangle$ has norm $-\epsilon^*\cdot\epsilon$, which is $-\epsilon^2$ for the real vectors used here. Take $e_1=(0,0.667,0.333,-0.667)$, with norm 1. The shifted vector $e_1+0.5k=(1.5,1.167,1.333,0.333)$ has norm
$$-2.25+1.361+1.778+0.111=1.00 .$$
The shift changes every component but not the class. A scalar photon has norm $-1$ and is not closed: $Qa_0^\dagger|0\rangle=-c^\dagger[b,a_0^\dagger]|0\rangle=3c^\dagger|0\rangle$.

## 7. Other values of the gauge parameter

For $\xi\ne1$ the fields no longer have the simple mode expansion of section 4. The proof carries over if the $a_\mu$ are defined at one time from the canonical variables by the $\xi=1$ relations. Written in the variables $B$, $\mathbf E$, $\rho$, $c$ and $\dot c$, the charge $Q$ does not contain $\xi$, so its cohomology is unchanged.

The Hamiltonian does depend on $\xi$, through the term $-\xi B^2/2$:
$$H_\xi-H_1=-\frac{\xi-1}{2}\int d^3x\,B^2=-\frac{\xi-1}{2}\Big\{Q,\int d^3x\,\bar cB\Big\},$$
where $\{Q,\bar c\}=B$ and $[Q,B]=0$ were used. On a closed state, an operator $\{Q,X\}$ gives $QX\psi$, which is exact. The time evolution of the classes is therefore independent of $\xi$.

For one free mode, the part of this difference that conserves the number of quanta is $-(\xi-1)\beta^\dagger\beta/2\omega$. It was tested at $\xi=3$ for up to four quanta. It changes the energy matrix on the full space, while the matrix elements between closed states remain those of energy $n\omega$. The parts that create or remove pairs are not covered by this test. They carry even the vacuum into a series with arbitrarily many $b^\dagger$ pairs, outside the states with finitely many quanta, so for them the general argument holds order by order in $\xi-1$, where each correction to a closed state is exact.

## 8. Charges and the cancellation in Compton scattering

With charges, the theorem applies to asymptotic states. I assume an infrared regulator that preserves $Q^2=0$, freely moving incoming and outgoing particles, and an asymptotic $Q$ of the free form after field normalization. A photon mass $\mu$ simply added by hand does not qualify, since section 4 gives $Q^2=-k^2c^\dagger c$ for each mode. Introduced together with one extra scalar mode $\phi$, with $[\phi,\phi^\dagger]=1$ and $b=k^\mu a_\mu+\mu\phi$, it restores $Q^2=0$, but the cohomology then has three polarizations. Since $s\psi=-iqc\psi$ is a product of two fields, it supplies no one-particle partner for the electron, and electrons enter as a further tensor factor. Without the regulator, a charge is accompanied by arbitrarily many soft photons and this description fails.

Conservation of $Q$ means that the scattering operator $S$ commutes with it. For a closed final state $\varphi$,
$$\langle\varphi|SQ\chi\rangle=\langle Q\varphi|S\chi\rangle=0 .$$
An incoming photon with polarization $k$ is of the form $Q\chi$, so its amplitude must vanish. At lowest order this can be verified by hand. For Compton scattering $p+k\to p'+k'$, apart from a phase and $q^2$,
$$M(\epsilon)=\bar u'\Big[\frac{\not\epsilon'(\not p+\not k+m)\not\epsilon}{2p\cdot k}-\frac{\not\epsilon(\not p-\not k'+m)\not\epsilon'}{2p\cdot k'}\Big]u .$$
Set $\epsilon=k$. In the first term $\not p\,u=mu$ allows $\not k\,u=(\not p+\not k-m)u$, so the numerator produces $(p+k)^2-m^2=2p\cdot k$ and the term equals $\bar u'\not\epsilon'u$. In the second, let $r=p-k'=p'-k$. Then $\bar u'\not k=\bar u'(m-\not r)$ and $(m-\not r)(\not r+m)=m^2-r^2=2p\cdot k'$, giving $-\bar u'\not\epsilon'u$. The sum is zero, although each diagram alone is in general nonzero.

In the example the electron is initially at rest and the photon leaves along $z$, so $\cos\theta=2/3$ and $\omega'=3/[1+3(1-2/3)]=1.5$. Squared amplitudes below are divided by $q^4$, summed over final states and averaged over the initial electron spin. The first diagram alone, with $\epsilon=k$, gives for each of two final polarizations
$$\tfrac12\operatorname{tr}[(\not p'+1)\not\epsilon'(\not p+1)\not\epsilon']=2(p\cdot p'-1)=2(2.5-1)=3,$$
hence 6 in total. Both diagrams together give zero.

Now write $k=\omega(n+l)$ with $n=(1,\mathbf 0)$ and $l=(0,\hat{\mathbf k})$. Since $M(k)=0$, linearity gives $M(n)=-M(l)$, and the squares agree. Sum over the incoming polarization with $-g^{\mu\nu}=\sum_\lambda e_\lambda^\mu e_\lambda^\nu-n^\mu n^\nu+l^\mu l^\nu$. The two transverse polarizations together give $7.778$, while $n$ and $l$ each give $13.889$, weighted with $-1$ and $+1$:
$$7.778-13.889+13.889=7.778 .$$
The result also agrees with the Klein–Nishina expression, here summed rather than averaged over the two incoming polarizations,
$$4\Big(\frac{\omega'}{\omega}+\frac{\omega}{\omega'}-\sin^2\theta\Big)=4\Big(0.5+2-\frac59\Big)=7.778 .$$
The separate scalar and longitudinal terms exceed the physical answer in size, so dropping just one of them would even give the wrong sign or nearly triple the result. The remaining values are in the numerical output.

## 9. Where the argument stops

The components of $\tilde k$ grow as $1/\omega$ when $\omega\to0$, so the construction says nothing about $\mathbf k=0$, which was left out from the start. The algebraic proof concerns states with finitely many quanta. Free ghosts also rest on a gauge condition linear in $A$; in the nonlinear gauge of section 2 the ghost determinant is part of the photon dynamics and cannot be dropped from correlators.

## Computed values

```
Photon energy omega = 3.0 electron rest energies
Photon momentum = [1. 2. 2.] electron rest energies / c
Lattice: 4 x 4 sites; nonlinear gauge term 0.3 A^2
ln ghost det, linear gauge, fields 1, 2: 20.336834 20.336834
ln det from Laplacian spectrum: 20.336834
ln ghost det, nonlinear gauge, fields 1, 2: 17.998866 20.139451
Coefficients of c^+ a_mu in Q, from the integral: [-3. -1. -2. -2.]
Largest element of Q^2: 7.1e-15; with k.k = 3.25: 3.250
Dual vector: k.kdual = 1.000, kdual.kdual = 0.000
Largest element of {Q,K} - N_u: 4.4e-16
Columns: quanta, all states, rank Q, cohomology, graded count,
  Gupta-Bleuler states, null ones among them
  0     1     0     1     1     1     0
  1     6     2     2     2     3     1
  2    19     8     3     3     6     3
  3    44    20     4     4    10     6
  4    85    40     5     5    15    10
Energy on cohomology checked at gauge parameter xi = 3.0
Transverse polarization e1 = [ 0.      0.6667  0.3333 -0.6667]
Shifted polarization e1 + 0.5 k = [1.5    1.1667 1.3333 0.3333]
Norms: e1 1.000, shifted 1.000, scalar photon -1.000
Q on scalar photon gives c^+|0> times 3.000
Compton: cos(angle) = 0.6667, outgoing energy = 1.5000 rest energies
Squared amplitudes / charge^4 (dimensionless), summed over final
  states and averaged over initial electron spin:
  transverse sum 7.777778
  scalar weight -13.888889, longitudinal weight 13.888889
  covariant four-polarization sum 7.777778
  Klein-Nishina expression 7.777778
  polarization k: both diagrams 0.0e+00, one diagram 6.000000
```
